\section*{What the midpoint Green's function $G(\beta/2)$ measures in metals and insulators, part 2}

For fermions at temperature $T=1/\beta$, the number $\bar A\equiv-\frac{\beta}{\pi}G(\beta/2)$ is read from imaginary-time data without analytic continuation. We ask how it vanishes on cooling in an insulator, and what accuracy it demands.

Units are $k_B=\hbar=1$. The operator $c$ annihilates a fermion in one normalized state; $|n\rangle$ are eigenstates of $K=H-\mu N$ with eigenvalues $E_n$ (lowest $E_0$), and $Z=\sum_ne^{-\beta E_n}$. For $0<\tau<\beta$,
\begin{equation}
G(\tau)=-\frac1Z\,\mathrm{Tr}\!\left[e^{-(\beta-\tau)K}\,c\,e^{-\tau K}\,c^\dagger\right]
=-\frac1Z\sum_{nm}|\langle m|c^\dagger|n\rangle|^2\,e^{-(\beta-\tau)E_n-\tau E_m},
\label{lehmann}
\end{equation}
The spectral function $A(\omega)$ has unit weight, with $\omega$ measured from $\mu$, and $\bar A=\int d\omega\,A\,W$ with window $W=\beta/[2\pi\cosh(\beta\omega/2)]$. With $\omega_n=(2n+1)\pi T$,
\begin{equation}
G(\beta/2)=2T\sum_{n\ge0}(-1)^n\,\mathrm{Im}\,G(i\omega_n),\qquad
\mathrm{Im}\,G(i\omega_n)=-\int d\omega\,\frac{A(\omega)\,\omega_n}{\omega_n^2+\omega^2}.
\label{matsubara}
\end{equation}
If $A=0$ for $|\omega|<\Delta$,
\begin{equation}
|G(\beta/2)|\le e^{-\beta\Delta/2},\qquad\text{equivalently}\qquad \Delta\le 2T\ln\frac1{|G(\beta/2)|}.
\label{gapbound}
\end{equation}
For temperature-independent $A\simeq C\epsilon^s$ near an edge, with $\epsilon=|\omega|-\Delta$, fixed $\mu$ and $\beta\Delta\gg1$,
\begin{equation}
\bar A\simeq\frac\beta\pi\,C\,\Gamma(s+1)\,(2T)^{s+1}e^{-\beta\Delta/2},\qquad
-\frac{d\ln\bar A}{d\beta}\simeq\frac\Delta2+sT ,
\label{edgelaw}
\end{equation}
Two edges add. The kernel's second exponential is a relative correction $-3^{-(s+1)}e^{-\beta\Delta}$.

A semicircular band of weight $w$ and half-width $D$ has $s=\tfrac12$ and $C=2\sqrt2\,w/(\pi D^{3/2})$. Its shape multiplies the edge law by $1-3T/4D-15T^2/32D^2$, and
\begin{equation}
-\frac{d\ln\bar A}{d\beta}\simeq\frac\Delta2+\frac T2-\frac{3T^2}{4D}-\frac{3T^3}{2D^2}.
\label{slope}
\end{equation}
The window $-f'$, with $f$ the Fermi function, instead gives the slope $\Delta+T/2-3T^2/8D$.

At $300$ K, $T=0.025852$ eV. The metal used for comparison, a unit-weight semicircle with $D=1$ eV centred on $\mu$, then has $\bar A=0.63450$ eV$^{-1}$ and $G(\beta/2)=-0.05153$. Quadrature over semicircular bands is Gauss--Chebyshev with 4000 nodes.

\subsection*{Sizes for a model insulator}

Take two semicircular bands, each with $w=\tfrac12$ and $D=1$ eV, a gap $E_g=1$ eV and $\mu$ at midgap, so that $\Delta=0.5$ eV and $C=0.45016$ eV$^{-3/2}$ per edge. At $300$ K the factors of \eqref{edgelaw} are $\beta/\pi=12.313$ eV$^{-1}$, $2C\,\Gamma(\tfrac32)=2\times0.45016\times0.88623=0.7979$ eV$^{-3/2}$, $(2T)^{3/2}=(0.051704)^{3/2}=0.011757$ eV$^{3/2}$ and $e^{-\beta\Delta/2}=6.312\times10^{-5}$, so
\begin{equation}
\bar A\simeq12.313\times0.7979\times0.011757\times6.312\times10^{-5}=7.29\times10^{-6}\ \mathrm{eV^{-1}} .
\end{equation}
Quadrature gives $7.147\times10^{-6}$ eV$^{-1}$, five orders of magnitude below the metallic value. The ratio to the edge law is $0.9803$, against $1-3T/4D=0.9806$, and the next term, $-\tfrac{15}{32}(0.025852)^2=-3\times10^{-4}$, closes the difference. The table lists three temperatures. Slopes are central differences of $\ln\bar A$ with step $0.5$ eV$^{-1}$ in $\beta$; $G(\beta/2)$ is the tail-subtracted Matsubara sum described in the last section.

\begin{center}
\begin{tabular}{lccc}
 & 300 K & 600 K & 1000 K\\[3pt]
$|G(\beta/2)|$ & $5.80\times10^{-7}$ & $2.02\times10^{-4}$ & $2.92\times10^{-3}$\\
$\bar A$ (eV$^{-1}$) & $7.15\times10^{-6}$ & $1.25\times10^{-3}$ & $1.08\times10^{-2}$\\
$\bar A$/edge law & 0.9803 & 0.9598 & 0.9306\\
$1-3T/4D$ & 0.9806 & 0.9612 & 0.9354\\
slope (eV) & 0.26240 & 0.27360 & 0.28592\\
$\frac\Delta2+\frac T2-\frac{3T^2}{4D}$ (eV) & 0.26242 & 0.27385 & 0.28752\\
$e^{-\beta\Delta/2}$ & $6.31\times10^{-5}$ & $7.945\times10^{-3}$ & $5.50\times10^{-2}$\\
$e^{-\beta\Delta}$ & $3.98\times10^{-9}$ & $6.31\times10^{-5}$ & $3.02\times10^{-3}$\\
$2T\ln(1/|G|)$ (eV) & 0.742 & 0.880 & 1.006
\end{tabular}
\end{center}

The slopes lie near $\Delta/2=0.25$ eV, raised by about $T/2$, and below the three-term estimate, in line with the negative next term in \eqref{slope}. That term accounts for most of the difference at $300$ and $600$ K; at $1000$ K it gives $-0.96\times10^{-3}$ eV of $-1.60\times10^{-3}$ eV, the second exponential of the kernel adds $-3^{-3/2}\Delta\,e^{-\beta\Delta}=-0.29\times10^{-3}$ eV, and higher orders supply the rest. At $300$ and $600$ K, $|G(\beta/2)|$ exceeds $e^{-\beta\Delta}$, by factors of about $150$ and $3$; a kernel bounded by $e^{-\beta|\omega|}$ could not produce this with unit weight.

At $1000$ K, however, $|G|$ nearly equals $e^{-\beta\Delta}$. This is a coincidence produced by the prefactor. From \eqref{edgelaw}, $|G|\simeq P\,e^{-\beta\Delta/2}$ with $P=2C\,\Gamma(\tfrac32)(2T)^{3/2}$ times the shape correction, and $P$ is roughly the spectral weight within a few $T$ of the edges. At $1000$ K, $P=2.92\times10^{-3}/5.50\times10^{-2}=0.053$ happens to be close to $e^{-\beta\Delta/2}=0.055$. The same factor explains the last row:
\begin{equation}
2T\ln\frac1{|G|}=\Delta+2T\ln\frac1P .
\end{equation}
At $300$ K, $P=0.7979\times0.011757\times0.9803=0.00920$, and $2T\ln(1/P)=0.051704\times4.689=0.242$ eV, so the bound \eqref{gapbound} reads $\Delta\le0.742$ eV for a true value of $0.5$ eV. The excess vanishes only as $T\ln(1/T)$. A single value of $G(\beta/2)$ bounds $\Delta$ from above; the slope in $\beta$ estimates it.

With the same bands and $\mu$ placed $0.3$ eV below the conduction edge and $0.7$ eV above the valence edge, the far edge at $\beta=60$ eV$^{-1}$ is down by $e^{-60\times0.2}$ and is negligible. The computed slope is $0.15812$ eV; equation \eqref{slope} gives $0.15+1/120=0.15833$ eV, less $3/(4\times3600)=0.00021$ eV. The window $-f'$ gives $0.30823$ eV, which is $0.3+1/120-3/(8\times3600)$. The nearer edge sets the rate, not the gap.

\subsection*{Fixed filling}

If the particle number is fixed so that the lower band is exactly full at $T=0$, $\mu$ moves with temperature. Let $\mu$ lie $\delta$ above midgap, so that the edges are at $\Delta_c=E_g/2-\delta$ and $\Delta_v=E_g/2+\delta$. For independent fermions in rigid bands with square-root edges and $\beta E_g\gg1$, the electron number is $C_c\Gamma(\tfrac32)T^{3/2}e^{-\beta\Delta_c}$ and the hole number is $C_v\Gamma(\tfrac32)T^{3/2}e^{-\beta\Delta_v}$. Equating them gives $e^{2\beta\delta}=C_v/C_c$, that is $\delta=(T/2)\ln(C_v/C_c)$. The sum of the two edge laws contains $e^{-\beta E_g/4}\,[C_ce^{\beta\delta/2}+C_ve^{-\beta\delta/2}]$, and $e^{\beta\delta/2}=(C_v/C_c)^{1/4}$, so
\begin{equation}
\bar A\simeq\frac\beta\pi\,\Gamma(\tfrac32)(2T)^{3/2}\left[C_c^{3/4}C_v^{1/4}+C_v^{3/4}C_c^{1/4}\right]e^{-\beta E_g/4}.
\end{equation}
The shift is linear in $T$ and changes only the prefactor. For $E_g=1$ eV, $D_c=2$ eV, $D_v=1$ eV and $\beta=80$ eV$^{-1}$, $C_v/C_c=2^{3/2}$ and $\delta\simeq\tfrac1{160}\cdot\tfrac32\ln2=0.00650$ eV. Solving the neutrality condition by root finding gives $0.00648$ eV and $\bar A=1.010\times10^{-10}$ eV$^{-1}$, against $1.018\times10^{-10}$ eV$^{-1}$ from the formula. The shortfall of about $0.75\%$ relative to the formula lies between the shape corrections $3T/4D_c$ and $3T/4D_v$ of the two bands.

\subsection*{Interacting systems: thermal weight in the gap}

With interactions $A$ depends on $T$, and poles that start from excited states appear inside the zero-temperature gap, so \eqref{gapbound} is not guaranteed with the zero-temperature $\Delta$: in the Hubbard dimer treated below, with $t=1$ eV, $U=4$ eV and $\mu=U/2$, $|G(\beta/2)|$ exceeds $e^{-\beta\Delta/2}$ by about $4\%$ near $\beta=3.3$ eV$^{-1}$. Equation \eqref{lehmann} is used directly:
\begin{equation}
|G(\beta/2)|=\frac{1}{Ze^{\beta E_0}}\sum_{nm}|\langle m|c^\dagger|n\rangle|^2\,e^{-\beta(E_n+E_m-2E_0)/2}.
\label{pairs}
\end{equation}
In a finite system $Ze^{\beta E_0}$ tends to the ground-state degeneracy, and the finite sum is dominated by the connected pair with the smallest $E_n+E_m$. Suppose all ground states have particle number $N_0$. The states $n$ and $m$ differ by one particle, so at least one of them has $N\ne N_0$ and lies at or above $E_0+\Delta_{\rm ch}$, where $\Delta_{\rm ch}$ is the lowest excitation energy of $K$ among such states. The rate is therefore at least $\Delta_{\rm ch}/2$, with equality when $c$ or $c^\dagger$ connects that state to a ground state. A neutral excitation of energy $J$ connected to an addition state at $\Delta_+$ makes a pole at $\Delta_+-J$; for $J<\Delta_+$ its weight is of order $e^{-\beta J}$, the window there is of order $e^{-\beta(\Delta_+-J)/2}$, and the product $e^{-\beta(\Delta_++J)/2}$ is smaller than the leading term by $e^{-\beta J/2}$. The argument is limited to finite systems. Bounding every term of \eqref{pairs} by $e^{-\beta\Delta_{\rm ch}/2}$ leaves the prefactor $\mathrm{Tr}\,cc^\dagger$, half the dimension of the Fock space, which grows exponentially with size and controls nothing in the thermodynamic limit.

The Hubbard dimer, $H=-t\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+\mathrm{h.c.})+U\sum_in_{i\uparrow}n_{i\downarrow}$ with $\mu=U/2+\delta\mu$, shows these terms explicitly. The orbitals $b=(c_1+c_2)/\sqrt2$ and $a=(c_1-c_2)/\sqrt2$ have energies $-t$ and $+t$. The lowest one-electron state has $H=-t$. Every three-electron state has exactly one doubly occupied site, so the lowest, with $b$ full and one electron in $a$, has $H=U-t$. For two electrons the interaction is $U$ times the projector on the states $|d_i\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle$. Substituting $c_{1,2}=(b\pm a)/\sqrt2$ gives $|d_1\rangle+|d_2\rangle=|bb\rangle+|aa\rangle$ with $|bb\rangle=b^\dagger_\uparrow b^\dagger_\downarrow|0\rangle$ and $|aa\rangle=a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle$, while $|d_1\rangle-|d_2\rangle$ contains only one $b$ and one $a$ and is an eigenstate of energy $U$. In the basis $|bb\rangle,|aa\rangle$,
\begin{equation}
H=\begin{pmatrix}U/2-2t&U/2\\U/2&U/2+2t\end{pmatrix},\qquad E=\frac U2\pm R,\qquad R=\sqrt{U^2/4+4t^2},
\end{equation}
and the lower eigenvector has weight $\alpha^2=\tfrac12(1+2t/R)$ on $|bb\rangle$. The triplet has no double occupancy and one electron in each orbital, so $H=0$. Subtracting $\mu N$ and the ground-state value $U/2-R-2\mu$,
\begin{equation}
\Delta_\pm=R-t\mp\delta\mu,\qquad J=R-\frac U2 .
\end{equation}
The four-electron and empty states lie at $U/2+R\mp2\delta\mu$, higher than $\Delta_\pm$ for the parameters below. For $c=c_{1\uparrow}$, with $c^\dagger_{1\uparrow}=(b^\dagger_\uparrow+a^\dagger_\uparrow)/\sqrt2$, the lowest addition state is reached by $a^\dagger_\uparrow$ acting on $|bb\rangle$, with squared amplitude $z_+=\alpha^2/2$. From the triplet it is reached by $b^\dagger_\uparrow$: the state $b^\dagger_\downarrow a^\dagger_\downarrow|0\rangle$ gives $\tfrac12$, the state $(b^\dagger_\uparrow a^\dagger_\downarrow+b^\dagger_\downarrow a^\dagger_\uparrow)|0\rangle/\sqrt2$ gives $\tfrac14$ through its second term, and the state with both spins up gives zero. For $\delta\mu>0$ and low temperature,
\begin{equation}
|G(\beta/2)|\simeq z_+e^{-\beta\Delta_+/2}\left[1+\frac{3}{4z_+}e^{-\beta J/2}\right],\qquad z_+=\frac14\left(1+\frac{2t}R\right),
\end{equation}
with removal terms down by a further $e^{-\beta\delta\mu}$.

For $t=1$ eV, $U=4$ eV and $\mu=2.5$ eV: $\Delta_+=1.3284$ eV, $\Delta_-=2.3284$ eV, $J=0.8284$ eV and $z_+=0.42678$. Matrix exponentials in the 16-dimensional Fock space give, at $\beta=30$ eV$^{-1}$, $G(\beta/2)=-9.468\times10^{-10}$, equal to $-0.42678\,e^{-15\times1.32843}$, and a decay rate of $0.66422$ eV against $\Delta_+/2=0.66421$ eV. Diagonalization sorts the poles: those with $-\Delta_-<\omega<\Delta_+$ supply a share $7.05\times10^{-6}$ of $\bar A$, which is $(0.75/0.42678)\,e^{-15\times0.82843}$, and this share falls at the rate $0.41421$ eV $=J/2$. At $\beta=3$ eV$^{-1}$ the situation is different: $G(\beta/2)=-0.0853$, $\bar A=0.0814$ eV$^{-1}$, and the in-gap poles hold $0.108$ of the spectral weight but supply $0.33$ of $\bar A$, most of it from the pole at $\Delta_+-J=0.5$ eV (weight $0.059$, share $0.27$), where the window is large; the pole at $-(\Delta_--J)=-1.5$ eV (weight $0.049$) lies farther from $\mu$ than the main addition pole and supplies only $0.06$. At this temperature the removal terms, down only by $e^{-\beta\delta\mu}=0.22$, must be kept. The lowest one-electron states are reached with the same squared amplitudes as the lowest addition states: $c_{1\uparrow}$ removes $b_\uparrow$ from $|bb\rangle$ with $\alpha^2/2$, and removes $a_\uparrow$ from the triplet with $\tfrac12$ (both spins up) plus $\tfrac14$ (the second term of the mixed-spin state). Keeping these pairs in \eqref{pairs}, and only the singlet and the triplet in $Z$, gives $|G|\simeq e^{-\beta\Delta_+/2}\,[z_++\tfrac34e^{-\beta J/2}]\,(1+e^{-\beta\delta\mu})/(1+3e^{-\beta J})$. At $\beta=3$ eV$^{-1}$ this is $0.086$, or $0.070$ without the removal factor, against the exact $0.0853$. The closeness is partly a cancellation: the term $2e^{-\beta\Delta_+}=0.037$ omitted from the denominator would lower the value by about $3\%$, and the omitted higher pairs would raise it. In this approximation $-d\ln|G|/d\beta=\Delta_+/2+(J/2)\,s-J\,p+\delta\mu\,r$, with $s=\tfrac34e^{-\beta J/2}/(z_++\tfrac34e^{-\beta J/2})$ the in-gap share, $p=3e^{-\beta J}/(1+3e^{-\beta J})$ the triplet population and $r=e^{-\beta\delta\mu}/(1+e^{-\beta\delta\mu})$ the removal share. The shifts are exponentially small for $\beta J/2\gg1$ and $\beta\delta\mu\gg1$. At $\beta=3$ eV$^{-1}$ they are about $+0.14$, $-0.17$ and $+0.09$ eV, against $\Delta_+/2=0.66$ eV.

\subsection*{Accuracy needed}

At large $\omega_n$, \eqref{matsubara} gives $\mathrm{Im}\,G\to-1/\omega_n$, so the terms have magnitude $a_n=2T/\omega_n=2/[\pi(2n+1)]$, independent of $T$. If the sum keeps $n<N$, the omitted part is $(a_N-a_{N+1})+(a_{N+2}-a_{N+3})+\dots$. Each bracket is about $-da/dn$ and the brackets are spaced by two, so the total is $-\tfrac12\int_N^\infty(da/dn)\,dn=a_N/2\simeq1/(2\pi N)$ to leading order in $1/N$, once $\omega_N$ is far above the band energies.

The model bands have a closed form. The function $g(z)=2/(z+\sqrt{z^2-D^2})=2(z-\sqrt{z^2-D^2})/D^2$, on the branch where the root behaves as $z$ at infinity, is analytic off $[-D,D]$, decays as $1/z$, and has $-\mathrm{Im}\,g(\omega+i0)/\pi=2\sqrt{D^2-\omega^2}/\pi D^2$ on the cut. Cauchy's formula then identifies it with $\int d\omega\,A/(z-\omega)$ for the unit semicircle; a band centred at $\omega_0$ uses $z=i\omega_n-\omega_0$. For the midgap insulator at $300$ K the raw sum with $N=1000$ is in error by $1.591\times10^{-4}$, and $1/(2\pi N)=1.592\times10^{-4}$. This exceeds the signal $5.80\times10^{-7}$ by more than two orders of magnitude; the error falls to the size of the signal only at $N=1/(2\pi\times5.80\times10^{-7})=2.7\times10^5$. In the metal, with $|G|=0.0515$, the same absolute error is about $0.3\%$ of the signal.

The tail is summed exactly by $2T\sum_n(-1)^n/\omega_n=(2/\pi)(\pi/4)=\tfrac12$, so that
\begin{equation}
G(\beta/2)=-\frac12+2T\sum_{n\ge0}(-1)^n\left[\mathrm{Im}\,G(i\omega_n)+\frac1{\omega_n}\right].
\end{equation}
The bracket equals $\int d\omega\,A\,\omega^2/[\omega_n(\omega_n^2+\omega^2)]$, which tends to $m_2/\omega_n^3$ when the second moment $m_2=\int\omega^2A\,d\omega$ exists. By the same argument the truncation error is then half the first omitted term, $Tm_2/\omega_N^3\propto N^{-3}$. The values in the table use $2\times10^5$ terms with the last one halved. The subtraction does not remove the cancellation: an exponentially small result is the difference of $-\tfrac12$ and a sum close to $+\tfrac12$, so the absolute error of the whole sum must be well below $|G(\beta/2)|\simeq Pe^{-\beta\Delta/2}$. Independent errors of standard deviation $\sigma$ in the $N$ values $\mathrm{Im}\,G(i\omega_n)$ give the sum an error $2T\sigma\sqrt N$, and it is this quantity that must be small against the signal.

Statistical noise acts in the same way. With an absolute uncertainty of $10^{-4}$ on $G(\tau)$, root finding on the model insulator puts $|G(\beta/2)|=10^{-4}$ at $\beta=21.5$ eV$^{-1}$, or $539$ K. Below that temperature the midpoint is lost in the noise, and above it the slope carries the corrections in \eqref{slope}. A midpoint consistent with zero yields no value for $\Delta$, because \eqref{gapbound} requires a lower bound on $|G|$, and because a small weight near $\mu$ lowers $|G|$ just as a distant edge does.
